# Breit–Rabi levels and field-insensitive nuclear-flip lines in ground-state hydrogen, part 1

(Sections cited here and not found follow in the second part.)

## Question: where does a field-insensitive nuclear-spin-flip line in hydrogen come from?

I am stuck on this exercise: "Diagonalize the hyperfine plus Zeeman Hamiltonian of the hydrogen ground state to obtain the Breit–Rabi formula. Then find the field near 0.65 T at which a transition that flips the nuclear spin is insensitive to the magnetic field."

I set up $A\,\mathbf I\cdot\mathbf S$ plus the electron Zeeman term and dropped the proton Zeeman term, since the proton moment is hundreds of times smaller. I can get four energies, but every difference between them is monotonic in $B$. The only flat point I find is at $B=0$. The two lines that look like nuclear flips creep toward $A/2$ and never turn around.

What did I lose? Which transition is meant, where exactly is the special field, and what fixes it physically? I would also like to know where the value of $A$ comes from instead of just being handed a number.

## Answer

The term you dropped is the one that creates the stationary point. The proton Zeeman energy is small next to the electron Zeeman energy, but in a nuclear-flip line the electron Zeeman energy cancels almost completely, and the proton term has to be compared with what is left. The wording of the exercise is also loose in two respects: there are two nuclear-flip lines, both stationary at the same field, and the insensitivity holds to first order in the field change only.

### The Hamiltonian and its signs

Let $\mathbf S$ and $\mathbf I$ be the dimensionless spin operators of electron and proton, both of spin $1/2$. The electron moment is antiparallel to its spin and the proton moment is parallel to its spin:

$$\boldsymbol\mu_e=-|g_e|\mu_B\,\mathbf S,\qquad \boldsymbol\mu_p=+g_p\mu_N\,\mathbf I .$$

A moment in a field has energy $-\boldsymbol\mu\cdot\mathbf B$. With $\mathbf B=B\hat{\mathbf z}$, $B\ge0$, this is $+|g_e|\mu_BB\,S_z-g_p\mu_NB\,I_z$. All energies below are divided by Planck's constant $h$, so they are frequencies. Define the positive constants

$$\gamma_e=\frac{|g_e|\mu_B}{h},\qquad \gamma_p=\frac{g_p\mu_N}{h},\qquad \gamma_\pm=\gamma_e\pm\gamma_p .$$

The Hamiltonian on the four spin states of the 1s level is

$$H=A\,\mathbf I\cdot\mathbf S+B\,(\gamma_eS_z-\gamma_pI_z).$$

The atom is taken at rest, and three field terms are left out. The cross term between the vector potential of the applied field, of order $Br$, and that of the proton, of order $\mu_0\mu_p/4\pi r^2$, has size $\mu_pB\cdot\mu_0e^2/(4\pi m_er)$; at atomic distances this is $\alpha^2\mu_pB$, with $\alpha$ the fine-structure constant, so it rescales $\gamma_p$ at relative order $\alpha^2$ and is counted among the corrections at the end. The orbital Zeeman term is proportional to $L_z$, which gives zero on an s state. The diamagnetic term $e^2B^2(x^2+y^2)/8m_e$ contains no spin, so in first order it shifts all four levels equally and drops out of every transition frequency. It also deforms the orbital and so changes $A$. The relative size of that change is the diamagnetic energy, of order $e^2B^2a_0^2/m_e$, over the atomic energy scale $\hbar^2/m_ea_0^2$, that is $(B/B_{\rm au})^2$ with $B_{\rm au}=\hbar/ea_0^2$ and $a_0$ the Bohr radius. This is evaluated at the end and is negligible, so $A$, $\gamma_e$ and $\gamma_p$ are treated as independent of $B$.

### The constant $A$

The proton moment at the origin produces the vector potential $\mathbf A_p=\frac{\mu_0}{4\pi}\,\boldsymbol\mu_p\times\mathbf r/r^3$. Its coupling to the orbital motion is proportional to $\boldsymbol\mu_p\cdot\mathbf L/r^3$ and vanishes for $L=0$. Its coupling to the electron spin, averaged over the orbital with density $\rho(r)=|\psi(r)|^2$, is

$$E=-\int \mathbf M\cdot(\nabla\times\mathbf A_p)\,d^3r,\qquad \mathbf M=\boldsymbol\mu_e\,\rho(r).$$

The curl of $\mathbf A_p$ is singular at the origin, so the proton is first treated as a small smooth current distribution. Then $\mathbf A_p$ is smooth, the curl can be moved onto $\mathbf M$ with no inner surface, and afterwards the proton can be shrunk to a point, because $\mathbf A_p\sim1/r^2$ is integrable and $\nabla\times\mathbf M$ is bounded. The identity $\nabla\cdot(\mathbf A_p\times\mathbf M)=\mathbf M\cdot\nabla\times\mathbf A_p-\mathbf A_p\cdot\nabla\times\mathbf M$ does this, with no surface term at infinity because $\rho$ decays exponentially. Writing $\mathbf J=\nabla\times\mathbf M$ and using $(\boldsymbol\mu_p\times\mathbf r)\cdot\mathbf J=\boldsymbol\mu_p\cdot(\mathbf r\times\mathbf J)$ and $\mathbf r\times\mathbf J=\mathbf J\times(-\mathbf r)$,

$$E=-\boldsymbol\mu_p\cdot\mathbf B(0),\qquad \mathbf B(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf J\times(-\mathbf r)}{r^3}\,d^3r .$$

This is the Biot–Savart field at the proton due to the magnetization current of the electron cloud. Since $\boldsymbol\mu_e$ does not depend on position, $\mathbf J=\nabla\rho\times\boldsymbol\mu_e=\rho'(r)\,\hat{\mathbf r}\times\boldsymbol\mu_e$. The triple product is $(\hat{\mathbf r}\times\boldsymbol\mu_e)\times\hat{\mathbf r}=\boldsymbol\mu_e-\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu_e)$. The angular average of $\hat r_i\hat r_j$ is $\delta_{ij}/3$, because it is isotropic and has trace 1, so the triple product averages to $\tfrac23\boldsymbol\mu_e$. The factor $r^2$ of the volume element cancels the $1/r^2$ of the integrand:

$$\mathbf B(0)=-\frac{\mu_0}{4\pi}\,4\pi\,\frac23\boldsymbol\mu_e\int_0^\infty\rho'(r)\,dr=\frac{2\mu_0}{3}\,\boldsymbol\mu_e\,\rho(0),$$

because $\int_0^\infty\rho'\,dr=\rho(\infty)-\rho(0)=-\rho(0)$. The energy is linear in each moment, so the moments can be replaced by their operators. The minus sign in $-\boldsymbol\mu_p\cdot\mathbf B(0)$ and the minus sign in $\boldsymbol\mu_e$ cancel:

$$hA=\frac{2\mu_0}{3}\,|g_e|\mu_B\,g_p\mu_N\,|\psi(0)|^2>0 .$$

This is the Fermi contact interaction. The numerical check tests the factor $2/3$ by doing the Biot–Savart integral numerically for two different spherical profiles.

For $|\psi(0)|^2$, take $\psi=e^{-r/a}/\sqrt{\pi a^3}$, the reduced mass $m_r=m_em_p/(m_e+m_p)$ and $k=e^2/4\pi\epsilon_0$. Then $\nabla^2\psi=\frac1r(r\psi)''=\left(\frac1{a^2}-\frac2{ar}\right)\psi$, so the kinetic term contributes $+\hbar^2/(m_rar)$, which cancels the potential $-k/r$ when $a=\hbar^2/m_rk$. The Bohr radius is the same expression with $m_e$, so $a=a_0m_e/m_r=a_0(1+m_e/m_p)$. The norm holds because $4\pi\int_0^\infty r^2e^{-2r/a}dr=4\pi\cdot2(a/2)^3=\pi a^3$. Hence $|\psi(0)|^2=1/\pi a^3$.

### The matrix

Write $\uparrow,\downarrow$ for $m_S=\pm\frac12$ and $\Uparrow,\Downarrow$ for $m_I=\pm\frac12$.

At $B=0$, let $\mathbf F=\mathbf I+\mathbf S$. From $\mathbf F^2=\mathbf I^2+\mathbf S^2+2\mathbf I\cdot\mathbf S$ and $\mathbf I^2=\mathbf S^2=\frac34$ follows $\mathbf I\cdot\mathbf S=\frac12[F(F+1)-\frac32]$. This is $\frac14$ for $F=1$ and $-\frac34$ for $F=0$, so the triplet lies at $A/4$, the singlet at $-3A/4$, and the zero-field splitting is $A$.

For $B\neq0$ use $S_\pm=S_x\pm iS_y$ and $I_\pm=I_x\pm iI_y$. In $I_+S_-+I_-S_+$ the imaginary cross terms cancel and $2(I_xS_x+I_yS_y)$ remains, so

$$\mathbf I\cdot\mathbf S=I_zS_z+\tfrac12(I_+S_-+I_-S_+).$$

Each flip-flop term raises one projection by one and lowers the other by one, and all other terms of $H$ are diagonal. Therefore $m_F=m_S+m_I$ is conserved, $[H,F_z]=0$, and $H$ splits into blocks of fixed $m_F$.

The states $d=|{\uparrow\Uparrow}\rangle$ ($m_F=+1$) and $b=|{\downarrow\Downarrow}\rangle$ ($m_F=-1$) are alone in their blocks, so they are eigenstates at every field. In both, $I_zS_z=\frac14$, and the Zeeman term is $\pm B(\gamma_e-\gamma_p)/2$:

$$E_d=\frac A4+\frac{\gamma_-B}2,\qquad E_b=\frac A4-\frac{\gamma_-B}2 .$$

The block $m_F=0$ is spanned by $|{\uparrow\Downarrow}\rangle$ and $|{\downarrow\Uparrow}\rangle$. In both, $I_zS_z=-\frac14$. For $|{\uparrow\Downarrow}\rangle$ the Zeeman term is $B[\gamma_e\frac12-\gamma_p(-\frac12)]=+\gamma_+B/2$, and for $|{\downarrow\Uparrow}\rangle$ it is $-\gamma_+B/2$. For spin $\frac12$, $S_-|{\uparrow}\rangle=|{\downarrow}\rangle$ and $I_+|{\Downarrow}\rangle=|{\Uparrow}\rangle$ with unit coefficients, so $I_+S_-|{\uparrow\Downarrow}\rangle=|{\downarrow\Uparrow}\rangle$ and the off-diagonal element is $A/2$. With the dimensionless field

$$x=\frac{\gamma_+B}{A},$$

the block is

$$H_0=-\frac A4\,\mathbb 1+\frac A2\begin{pmatrix}x&1\\1&-x\end{pmatrix}.$$

The sum $\gamma_+$ appears here and the difference $\gamma_-$ in $E_{d,b}$. Opposite spins mean parallel moments, because the two particles have opposite signs of moment relative to spin.

### Breit–Rabi energies and eigenstates

The eigenvalues $\lambda$ of the $2\times2$ matrix obey $(x-\lambda)(-x-\lambda)-1=0$, that is $\lambda^2=1+x^2$. Calling the upper state $c$ and the lower state $a$,

$$E_c=-\frac A4+\frac A2\sqrt{1+x^2},\qquad E_a=-\frac A4-\frac A2\sqrt{1+x^2}.$$

At $x=0$ these give $A/4$ and $-3A/4$, so $c$ joins the triplet and $a$ is the singlet. All four energies fit the single Breit–Rabi expression

$$E=-\frac A4-\gamma_pB\,m_F\pm\frac A2\sqrt{1+2m_Fx+x^2}.$$

For $m_F=0$ it reproduces $E_{c,a}$. For $m_F=\pm1$ only the upper sign is used and the root is read as $1+m_Fx$, without an absolute value. For $m_F=+1$ this gives $-\frac A4-\gamma_pB+\frac A2+\frac{\gamma_+B}2=\frac A4+\frac{\gamma_-B}2$, since $\gamma_+/2-\gamma_p=\gamma_-/2$; for $m_F=-1$ both field terms change sign and $E_b$ results.

For the eigenvectors, define $\theta$ by $\cos2\theta=x/\sqrt{1+x^2}$ and $\sin2\theta=1/\sqrt{1+x^2}$, so $\tan2\theta=1/x$. The matrix is $\sqrt{1+x^2}$ times $\begin{pmatrix}\cos2\theta&\sin2\theta\\ \sin2\theta&-\cos2\theta\end{pmatrix}$. On $(\cos\theta,\sin\theta)$ the latter gives $(\cos(2\theta-\theta),\sin(2\theta-\theta))$, the same vector, so the eigenvalue is $+1$. On $(-\sin\theta,\cos\theta)$ it gives $(\sin\theta,-\cos\theta)$, so the eigenvalue is $-1$. Thus

$$c=\cos\theta\,|{\uparrow\Downarrow}\rangle+\sin\theta\,|{\downarrow\Uparrow}\rangle,\qquad a=\cos\theta\,|{\downarrow\Uparrow}\rangle-\sin\theta\,|{\uparrow\Downarrow}\rangle .$$

At $B=0$, $\theta=\pi/4$ and these are the triplet and singlet combinations. For $x\gg1$, $\theta\approx1/2x$ is small, and $c\to|{\uparrow\Downarrow}\rangle$, $a\to|{\downarrow\Uparrow}\rangle$. The program tests the energies symbolically, against the characteristic polynomial of the full $4\times4$ matrix, and the energies and eigenvectors numerically on a grid of fields.

### The two nuclear-flip lines

For $x\gg1$, $d$ and $c$ share the electron state $\uparrow$ and differ in the proton spin; $b$ and $a$ share $\downarrow$ and differ in the proton spin. To make this quantitative, $\langle I_z\rangle_c=\frac12(\sin^2\theta-\cos^2\theta)$ and $\langle S_z\rangle_c=\frac12(\cos^2\theta-\sin^2\theta)$, while both equal $\frac12$ in $d$. Going from $c$ to $d$ therefore changes $\langle I_z\rangle$ by $\cos^2\theta$ and $\langle S_z\rangle$ by $\sin^2\theta$. The name "nuclear-spin flip" applies only where $\sin^2\theta\ll1$; at low field both changes are near $\frac12$.

Define $r=\gamma_-/\gamma_+$, so that $\gamma_-B/2=\frac A2\,rx$. Subtracting the energies,

$$\nu_{dc}=E_d-E_c=\frac A2\left[1+rx-\sqrt{1+x^2}\right],$$

$$\nu_{ba}=E_b-E_a=\frac A2\left[1-rx+\sqrt{1+x^2}\right].$$

The field-dependent terms are equal and opposite, so

$$\nu_{dc}+\nu_{ba}=A\quad\text{at every field.}$$

The slopes of the two lines are then opposite, and wherever one vanishes the other does too.

### The stationary field

Since $x$ is proportional to $B$, the condition $d\nu_{dc}/dB=0$ is

$$\frac{d\nu_{dc}}{dx}=\frac A2\left[r-\frac{x}{\sqrt{1+x^2}}\right]=0 .$$

The function $x/\sqrt{1+x^2}$ has derivative $(1+x^2)^{-1/2}-x^2(1+x^2)^{-3/2}=(1+x^2)^{-3/2}>0$. It rises strictly from 0 at $x=0$ and approaches 1 without reaching it. A root with $B>0$ therefore exists, and is unique, exactly when $0<r<1$, which for $\gamma_+>0$ means $\gamma_e>\gamma_p>0$.

This locates your difficulty. Setting $\gamma_p=0$ makes $r=1$; the bracket is then positive for every finite $x$, and $\nu_{dc}$ climbs toward $A/2$ with no maximum, which is what you saw. A spin-$\frac12$ nucleus with a small negative moment has $r>1$ and no root either (this statement, like the formulas above, is specific to nuclear spin $\frac12$). Its $A$ would also be negative, but that does not change the conclusion, because the field-dependent part $\frac12\gamma_-B-\frac12\sqrt{A^2+\gamma_+^2B^2}$ contains only $A^2$. For $\gamma_p>\gamma_e$, $r<0$ and the slope is negative throughout. The program tests the absence of a root for $\gamma_p=0$, for $\gamma_p$ reversed at fixed $A$, and for a model with $\gamma_p>\gamma_e$.

Squaring the condition is safe for $r>0$, since both sides are positive: $x^2=r^2(1+x^2)$, so

$$x_0=\frac r{\sqrt{1-r^2}},\qquad 1+x_0^2=\frac1{1-r^2}.$$

Because $\gamma_+^2-\gamma_-^2=4\gamma_e\gamma_p$, we have $\sqrt{1-r^2}=2\sqrt{\gamma_e\gamma_p}/\gamma_+$, and

$$x_0=\frac{\gamma_-}{2\sqrt{\gamma_e\gamma_p}},\qquad B_0=\frac{Ax_0}{\gamma_+}=\frac{A\,(\gamma_e-\gamma_p)}{2(\gamma_e+\gamma_p)\sqrt{\gamma_e\gamma_p}} .$$

As $\gamma_p\to0$ at fixed $A$, $B_0$ grows like $\gamma_p^{-1/2}$, so dropping the proton term pushes the stationary point to infinite field.

At $x_0$, $rx_0-\sqrt{1+x_0^2}=(r^2-1)/\sqrt{1-r^2}=-\sqrt{1-r^2}$, so

$$\nu_{dc}(B_0)=\frac A2\left(1-\frac{2\sqrt{\gamma_e\gamma_p}}{\gamma_+}\right),\qquad \nu_{ba}(B_0)=\frac A2\left(1+\frac{2\sqrt{\gamma_e\gamma_p}}{\gamma_+}\right).$$

No other line can be meant. The remaining differences are $E_c-E_a=A\sqrt{1+x^2}$, $E_d-E_a=\frac A2[1+rx+\sqrt{1+x^2}]$, $E_c-E_b=\frac A2[-1+rx+\sqrt{1+x^2}]$ and $E_d-E_b=Arx$. For $r>0$ each has a strictly positive slope at $x>0$. The first is flat at $x=0$, which is the point you found.

The Breit–Rabi energies show that both nuclear-flip lines are stationary at one and the same nonzero field $B_0$, which is lost when the proton Zeeman term is dropped. What remains is the second-order sensitivity, the physical reason the slopes cancel, how the lines are driven, and the numbers for hydrogen with their accuracy.
